# Thermal hopping and tunnelling of a silicon self-interstitial: the crossover temperature

## Problem

A silicon self-interstitial moves between two sites over a saddle point. At the saddle, one vibrational mode is unstable, with frequency $\nu_b=5$ THz in cycles per second.

(a) Treating the barrier top as an undamped parabola, estimate the temperature at which crossing near the top gives way to tunnelling far below it.

(b) Find how tunnelling changes the rate above that temperature, and what a finite barrier of roughly 0.3 eV does to the result.

(c) Decide whether hopping could be observed at the crossover, and estimate the effect of damping.

## Solution

### Transmission through the parabolic top

The algebra uses atomic units, so $\hbar=1$, with $k_B$ kept. Let $x$ be the displacement from the saddle along the unstable mode, $m$ its effective mass, $V_0$ the barrier height above the well bottom, and $\omega_b=2\pi\nu_b$. Near the top,

$$V(x)=V_0-\tfrac12m\omega_b^2x^2 .$$

With $y=x\sqrt{m\omega_b}$ and $\epsilon=(E-V_0)/\omega_b$, the Schrödinger equation becomes

$$\psi''+(y^2+2\epsilon)\psi=0 .$$

Try $\psi=y^s e^{iy^2/2}$ at large $y$. The terms in $y^2$ cancel, and the next order requires $i(2s+1)+2\epsilon=0$, so $s=-\tfrac12+i\epsilon$. The transmitted wave on the right is therefore

$$\psi\simeq t\,y^{-1/2+i\epsilon}e^{iy^2/2}.$$

To reach the left side, set $y=\rho e^{i\theta}$ with $\rho$ large and take $\theta$ from 0 to $\pi$. This wave decays with $\rho$ in the first quadrant, so no growing companion is present there. In the second quadrant it is the larger of the two exponentials, and the smaller one cannot change its coefficient. At $\theta=\pi$ it has become the reflected wave, with amplitude

$$r=t\,(e^{i\pi})^{-1/2+i\epsilon}=-i\,t\,e^{-\pi\epsilon}.$$

For unit incoming flux, $|r|^2+|t|^2=1$. The transmission probability is thus

$$P(E)=|t|^2=\frac1{1+e^{-2\pi\epsilon}}
=\frac1{1+e^{2\pi(V_0-E)/\omega_b}} .$$

### (a) The crossover

Let $\beta=1/(k_BT)$. The flux is an integral over momentum, $dp/2\pi$, of velocity times transmission times Boltzmann weight. Since the velocity is $dE/dp$, the rate is

$$k=\frac1{2\pi Z}\int P(E)e^{-\beta E}\,dE,$$

where $Z$ is the partition function of the well. At a depth $d=V_0-E$ well below the top, $P\simeq e^{-2\pi d/\omega_b}$, and the integrand varies as

$$e^{-\beta V_0}\exp\left[\left(\beta-\frac{2\pi}{\omega_b}\right)d\right].$$

If $\beta<2\pi/\omega_b$, deeper energies contribute less and crossing is concentrated near the top. If $\beta>2\pi/\omega_b$, the Boltzmann gain exceeds the tunnelling loss and deeper energies win. Equality defines the crossover. With $\hbar$ restored,

$$T_c=\frac{\hbar\omega_b}{2\pi k_B}=\frac{h\nu_b}{2\pi k_B}.$$

Here $\hbar\omega_b=0.02068$ eV, so

$$k_BT_c=\frac{0.02068\ \mathrm{eV}}{2\pi}=0.00329\ \mathrm{eV},
\qquad T_c\simeq38\ \mathrm K .$$

The estimate is proportional to the frequency and does not contain $V_0$. Had $5\times10^{12}$ been an angular frequency in rad/s, the result would have been about 6 K.

### (b) Tunnelling above the crossover

Define $u=\beta\omega_b=2\pi T_c/T$. A classical particle crosses if $E>V_0$, which gives the energy integral $e^{-\beta V_0}/\beta$. The ratio of quantum to classical flux is

$$\kappa=u\int_{-\infty}^{\infty}\frac{e^{-u\epsilon}}{1+e^{-2\pi\epsilon}}\,d\epsilon .$$

Substitute $s=e^{-2\pi\epsilon}$ and $a=u/2\pi$:

$$\kappa=a\int_0^\infty\frac{s^{a-1}}{1+s}\,ds .$$

Call the integral $I$. A contour around the positive real axis encloses the pole at $s=-1$ and gives $(1-e^{2\pi ia})I=-2\pi i e^{i\pi a}$, hence $I=\pi/\sin\pi a$ for $0<a<1$. Therefore

$$\kappa=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .$$

At high temperature $\kappa\simeq1+u^2/24$. It reaches 2 at about 63 K, so tunnelling matters well before $T_c$. At $T_c$ it diverges, because an inverted parabola has no bottom and supplies ever deeper energies.

### A barrier with a bottom

Replace the parabola by one period of a cosine, still measuring $x$ from the top:

$$V=V_0\cos^2\left(\frac{\pi x}{a_h}\right),$$

where $a_h$ is the hop length. Expanding at the top gives $V\simeq V_0-V_0\pi^2x^2/a_h^2$. Matching this to $m\omega_b^2x^2/2$ yields

$$a_h=\frac{2\pi}{\omega_b}\sqrt{\frac{V_0}{2m}} .$$

The well has the same frequency as the top. The semiclassical transmission is $P=1/(1+e^W)$, with

$$W(E)=2\int\sqrt{2m(V-E)}\,dx$$

taken between the turning points. The square root vanishes at those points, so differentiating the limits adds nothing:

$$-\frac{dW}{dE}=2\int\frac{m\,dx}{\sqrt{2m(V-E)}}\equiv\tau(E).$$

This is the period of classical motion in the inverted barrier. Let $q=(V_0-E)/V_0$ and $\sin(\pi x/a_h)=\sqrt q\sin\theta$. Then $V-E=V_0q\cos^2\theta$, and

$$dx=\frac{a_h}{\pi}\frac{\sqrt q\cos\theta\,d\theta}{\sqrt{1-q\sin^2\theta}} .$$

The factors $\sqrt q\cos\theta$ cancel. Inserting $a_h$ gives

$$\tau=\frac{4K(q)}{\omega_b},\qquad
K(q)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-q\sin^2\theta}} .$$

Above the top there are no real turning points and $q<0$. There $W$ is continued with the same $K(q)$, starting from $W(V_0)=0$:

$$W(E)=-\int_{V_0}^{E}\tau(E')\,dE' .$$

It is negative there, so $P$ rises towards 1.

Far enough below the top that $e^W\gg1$, the integrand of the rate behaves as $e^{-\beta E-W(E)}$. Its exponent is stationary when $\beta=\tau(E)$, or

$$K(q)=\frac u4=\frac\pi2\,\frac{T_c}{T}.$$

Since $K(0)=\pi/2$ and $K$ increases with $q$, there is no solution below the top for $T>T_c$. For $T<T_c$ the solution is a maximum and moves continuously down the barrier. For this barrier the crossover temperature survives, but the change is smooth. That depends on $\tau$ growing steadily with depth. For a flatter top, where $\tau$ first falls, the dominant energy jumps down the barrier at a temperature above $T_c$. With $V=V_0[1.05\cos^2(\pi x/a_h)-0.05\cos^2(3\pi x/a_h)]$ and the same $V_0$ and $\omega_b$, an energy near half the barrier height takes over at about 44 K. At 30 K the dominant energy is 0.107 eV, or 0.36 of the barrier height.

The finite barrier also removes the divergence. Near the top, $K(q)\simeq(\pi/2)(1+q/4)$. Define $v=V_0/\omega_b$ and $z=qv$, the depth in barrier quanta. Integrating $\tau$ down from the top gives

$$W\simeq2\pi z+\frac{\pi z^2}{4v}.$$

At $u=2\pi$ the Boltzmann factor cancels the linear term. Replacing the narrow transition at the top by a step, which is adequate for $v\gg1$, leaves

$$\kappa(T_c)\simeq2\pi\int_0^\infty e^{-\pi z^2/(4v)}\,dz
=2\pi\sqrt v .$$

For 0.3 eV, $v=14.51$ and this estimate is 23.9. Integration with the full $W$ gives 22.4.

### (c) Are the hops observable?

For a harmonic well with energies measured from its bottom, $Z=1/[2\sinh(u/2)]$. Since $1/(2\pi\beta)=\nu_b/u$, the rate is

$$k=\frac{2\nu_b}{u}\sinh\left(\frac u2\right)\kappa\,e^{-uv}.$$

It tends to the classical $\nu_be^{-\beta V_0}$ when $u$ is small. The table uses $V_0=0.3$ eV and $\nu_b=5$ THz throughout.

| $T$ (K) | $\kappa$, parabola | $\kappa$, cosine | Rate, cosine (1/s) |
|---:|---:|---:|---:|
| 300 | 1.03 | 1.03 | $5\times10^7$ |
| 77 | 1.56 | 1.55 | $3\times10^{-7}$ |
| 50 | 3.55 | 3.41 | $2\times10^{-17}$ |
| 38.2 | diverges | 22.4 | $1\times10^{-25}$ |
| 30 | not defined | not listed | $6\times10^{-32}$ |

At $T_c$ the Boltzmann exponent is $uv=2\pi\times14.51\simeq91$. The classical rate is about $1.3\times10^{-27}$ per second. Quantum effects raise it by

$$\frac{2\sinh\pi}{2\pi}\times22.4\simeq82,$$

where the first factor comes from the quantized well and the second from transmission. The resulting rate is still far too small to observe. In this model, with the frequency held at 5 THz, one hop per hour at $T_c$ requires a barrier of about 0.136 eV.

The continuous energy integral needs a dominant energy above the zero-point level. At 30 K this holds: 0.107 eV against 0.010 eV. Near 20 K the dominant energy falls to the zero-point level, and below that the ground level takes over. Its tunnelling exponent is 109. If phase is lost within about one vibration, the incoherent rate is a few times $10^{-35}$ per second. Slower loss of phase between equal wells would raise this number, so it is only a rough guide. The tabulated rates at and below $T_c$ rest on the same assumption: at 30 K the rate grows in proportion to the dephasing time, and 1 ns would raise it to about $5\times10^{-28}$ per second, still unobservable.

### Damping

Represent the surrounding vibrations by oscillators of frequency $\omega_i$, coupled linearly to the mass-scaled hopping coordinate with strengths $c_i$. The static shift of the barrier is already included in $\omega_b$. For paths periodic in imaginary time, with frequencies $\Omega_n=2\pi n/\beta$, eliminating the oscillators adds

$$\sum_i c_i^2\left(\frac1{\omega_i^2}-\frac1{\omega_i^2+\Omega_n^2}\right)$$

to the stiffness $\Omega_n^2-\omega_b^2$. For Ohmic friction, $\sum_i c_i^2/\omega_i^2$ becomes $(2\gamma/\pi)\int_0^\infty d\omega$, and the added term is

$$\frac{2\gamma}{\pi}\int_0^\infty\frac{\Omega_n^2}{\omega^2+\Omega_n^2}\,d\omega=\gamma\Omega_n
\qquad(n>0).$$

The path resting at the barrier top is always unstable in the $n=0$ direction. On cooling, two further directions, the sine and cosine paths of frequency $\Omega_1$, become unstable together when the $n=1$ stiffness vanishes:

$$\Omega_1^2+\gamma\Omega_1-\omega_b^2=0 .$$

The positive root gives

$$T_c(\gamma)=\frac{1}{2\pi k_B}
\left(\sqrt{\omega_b^2+\frac{\gamma^2}{4}}-\frac\gamma2\right).$$

For $\gamma=0$ the earlier result returns. At fixed $\omega_b$, friction of $0.2\,\omega_b$ lowers the crossover to about 35 K, and friction equal to $\omega_b$ lowers it to about 24 K. These are trial strengths; the phonon spectrum seen by a real interstitial need not be Ohmic.

In this formula $\omega_b$ belongs to the hopping coordinate alone: its own mass, and the curvature found when the other vibrations relax at each position. The unstable normal mode of the whole coupled system has the lower frequency $\sqrt{\omega_b^2+\gamma^2/4}-\gamma/2$, so it already includes this damping. If the given 5 THz is such a normal mode, the crossover stays at 38 K and the friction correction must not be applied again.

### What the estimate means for silicon

The 0.3 eV barrier is a rough assumed value for interstitial migration, and 5 THz is a round lattice-vibration frequency. With one silicon mass, the cosine model implies a hop length of 1.44 angstrom, whereas neighbouring tetrahedral sites are about 2.35 angstrom apart. The model is therefore not a faithful path between those sites. If its length were stretched to that spacing at fixed height, mass and shape, $\omega_b\propto1/a_h$ would reduce $T_c$ to $38.2\times1.44/2.35\simeq23$ K. An unstable frequency calculated from the full matrix of force constants already contains the local curvature, the masses and the linear coupling to the other vibrations. It should be used directly in the undamped formula for $T_c$, with no friction from those vibrations added. The result is the temperature at which the barrier top itself becomes unstable; for a flat-topped barrier, deep tunnelling can take over abruptly at a higher temperature, so the shape of the whole path must be examined.

A real self-interstitial can also change its charge state or configuration. Carrier capture may then supply energy or alter the barrier, which a single potential surface in thermal equilibrium leaves out. Motion seen at low temperature is thus not by itself evidence for tunnelling. For the 0.3 eV barrier and 5 THz frequency used here, ordinary tunnelling would be far too slow to explain it. At fixed height and shape the tunnelling exponent falls roughly as $1/\omega_b$, but only because the hop becomes shorter or the mass lighter. In the cosine model, one hop per hour from the ground level needs about 13 THz, which for one silicon mass means a hop of only 0.55 angstrom. Sharpening the top at fixed mass, length and height raises $\omega_b$ but leaves the deep exponent almost unchanged. The numerical output below gives most of the values behind these estimates.

## Numbers as computed

```
Barrier frequency: 5.0 THz
Barrier angular frequency: 3.1416e+13 rad/s
Barrier quantum hbar*omega_b: 0.02068 eV
Crossover temperature: 38.19 K
Crossover from wave-equation slope: 38.19 K
Thermal energy at crossover: 0.00329 eV
If 5e12 were rad/s, crossover: 6.08 K
Parabolic kappa reaches two at: 63.3 K
Rough barrier height: 0.30 eV
Barrier height / barrier quantum: 14.51
Silicon mass: 28.085 u
Barrier curvature magnitude: 2.87 eV/angstrom^2
Cosine-model hop length: 1.44 angstrom
Rough silicon lattice constant: 5.43 angstrom
Tetrahedral-site spacing: 2.35 angstrom
At 300 K, u: 0.800
At 300 K, parabolic kappa: 1.027
At 300 K, finite-barrier kappa: 1.027
At 300 K, hopping rate: 4.81e+07 1/s
At 77 K, u: 3.116
At 77 K, parabolic kappa: 1.558
At 77 K, finite-barrier kappa: 1.548
At 77 K, hopping rate: 2.61e-07 1/s
At 50 K, u: 4.799
At 50 K, parabolic kappa: 3.551
At 50 K, finite-barrier kappa: 3.407
At 50 K, hopping rate: 2.24e-17 1/s
At T_c, finite-barrier kappa: 22.40
At T_c, high-barrier estimate of kappa: 23.93
At T_c, barrier / thermal energy: 91.16
At T_c, classical rate: 1.29e-27 1/s
At T_c, semiclassical rate: 1.06e-25 1/s
At 30 K, dominant energy: 0.107 eV
At 30 K, dominant energy / barrier: 0.356
At 30 K, semiclassical rate: 6.27e-32 1/s
Zero-point energy: 0.01034 eV
Ground-level tunnelling exponent: 108.90
Ground-level rate, order only: 3e-35 1/s
Barrier for one hop/hour at T_c: 0.136 eV
Friction/omega_b 0.2, crossover: 34.56 K
Friction/omega_b 1.0, crossover: 23.60 K
Largest parabolic transmission error: 0.0029 %
Largest cosine transmission error: 1.99 %
```
